# Lifetime of a Spherical Amorphous Pocket under Driving Force and Interface Curvature

Take an amorphous pocket of radius 5 nm in crystalline silicon at 550 °C, where a flat amorphous–crystalline interface is modelled as recrystallizing at 0.118 nm/s. At that speed the pocket would last 42.4 s. When the pull of interface curvature is added through a linear rate law, the calculated lifetime falls to 27.2 s, a saving of 15.2 s. For a 10 nm pocket the two lifetimes are 84.9 s and 64.5 s, a saving of 20.4 s, and for 20 nm they are 169.8 s and 143.9 s, a saving of 25.8 s. Each doubling of the radius doubles the constant-speed lifetime but adds only about 5 s to the time saved. A quantity that grows by nearly equal steps when its argument is doubled suggests a logarithm. Two derivations show where it comes from, and they differ in what they require of the interface.

## Model and conventions

The pocket is a sphere of radius $R(t)$, initially $R_0$, inside a large crystal. The amorphous phase has an excess free energy $g>0$ per unit volume over the crystal, and the interface costs $s>0$ per unit area. Both are constant and independent of orientation. The density difference between the phases is ignored for now. The free energy relative to perfect crystal is

$$G(R)=\frac{4\pi}{3}R^3g+4\pi R^2s .$$

Both terms fall as the pocket shrinks. For a crystal nucleus growing in amorphous material the volume term would be negative and the two would compete. Here they act together, so there is no critical radius and no barrier in $G$.

Speeds are counted positive when the crystal advances, so the speed is $v=-dR/dt$. The speed of a flat interface is $v_0$.

## First derivation: driving pressure and a linear law

Let the interface move inward by a small distance $\delta$. The free energy released is $(dG/dR)\,\delta$ and the volume swept is $4\pi R^2\delta$. Their ratio is the driving pressure:

$$p(R)=\frac{1}{4\pi R^2}\frac{dG}{dR}=\frac{4\pi R^2g+8\pi Rs}{4\pi R^2}=g+\frac{2s}{R}.$$

The factor 2 reflects the two equal principal curvatures of a sphere.

Now assume that the speed is proportional to this pressure, $v=Mp$, with a constant mobility $M$. A flat interface has $R\to\infty$, so $v_0=Mg$. Dividing out $g$ gives

$$\frac{dR}{dt}=-v_0\left(1+\frac{L}{R}\right),\qquad L=\frac{2s}{g}.$$

The capillary length $L$ is the radius at which curvature contributes as much as the bulk driving force and doubles the speed.

Separate the variables:

$$v_0\,dt=-\frac{R}{R+L}\,dR=-\left(1-\frac{L}{R+L}\right)dR .$$

Integrating from radius $R_0$ at time zero to radius $R$ at time $t$ gives

$$v_0t=R_0-R-L\ln\frac{R_0+L}{R+L}.$$

The right side stays finite as $R\to0$. The pocket therefore disappears at the finite time

$$\boxed{\;\tau=\frac{1}{v_0}\left[R_0-L\ln\left(1+\frac{R_0}{L}\right)\right]\;}$$

Although the speed diverges at the end, it does no harm to the integral, because $1/v$ goes to zero there.

### The radius as a function of time

The relation between $t$ and $R$ can be inverted. Put $u=1+R/L$ and $u_0=1+R_0/L$. Dividing the integrated equation by $L$ gives

$$\frac{v_0t}{L}=u_0-u-\ln u_0+\ln u,$$

which rearranges to

$$u-\ln u=q(t),\qquad q(t)=u_0-\ln u_0-\frac{v_0t}{L}.$$

Change the sign and exponentiate: $u\,e^{-u}=e^{-q}$, or $(-u)e^{-u}=-e^{-q}$. The Lambert function $W$ is defined by $We^W=z$, so $-u=W(-e^{-q})$. Since $u\ge1$, the value of $W$ must not exceed $-1$, which selects the lower real branch:

$$R(t)=L\left[-W_{-1}\!\left(-e^{-q(t)}\right)-1\right].$$

At $t=\tau$ one finds $q=1$, where $W_{-1}(-1/e)=-1$ and $R=0$, as required.

### Small and large pockets

Write $x=R_0/L$, so that $v_0\tau/L=x-\ln(1+x)$. For $x\ll1$, the series $\ln(1+x)=x-x^2/2+x^3/3-\dots$ gives

$$\tau=\frac{R_0^2}{2Lv_0}\left(1-\frac{2R_0}{3L}+\dots\right).$$

The linear terms have cancelled. In this regime the logarithm is not a small correction, since it removes the whole constant-speed result at leading order. Curvature alone drives the shrinkage, and within the linear law the lifetime goes as the square of the radius.

For $x\gg1$, use $\ln(1+x)=\ln x+1/x-\dots$:

$$\tau=\frac{1}{v_0}\left[R_0-L\ln\frac{R_0}{L}-\frac{L^2}{R_0}+\dots\right].$$

The time saved grows without bound, but its share of $R_0/v_0$ tends to zero as $(\ln x)/x$.

Every pocket eventually enters the small regime. Its remaining life at radius $R$ is given by the small-pocket formula with $R_0$ replaced by $R$, so near the end

$$R(t)\approx\sqrt{2Lv_0(\tau-t)} .$$

If $r$ denotes this square root, the next term of the series gives $r^2=R^2(1-2R/3L)$, hence $R\approx r(1+r/3L)$. The simple square root is therefore slightly low.

## Second derivation: atomic jumps and time saved

The second route counts atoms and does not begin with a linear law. Let the pocket contain $n$ atoms of volume $\Omega$, so that $n=4\pi R^3/(3\Omega)$. Transferring one atom to the crystal releases, for $n\gg1$,

$$\Delta\mu=\frac{dG}{dn}=\frac{dG/dR}{dn/dR}=\frac{4\pi R^2(g+2s/R)}{4\pi R^2/\Omega}=\Omega\left(g+\frac{2s}{R}\right).$$

Suppose the interface has $\sigma$ active sites per area, each of which transfers atoms to the crystal at rate $k_+$ and back at rate $k_-$. Detailed balance fixes the ratio, $k_-/k_+=e^{-\Delta\mu/kT}$. Assume also that the forward rate $k_+$ does not depend on the driving force. When fluctuations are neglected, which is reasonable for $n\gg1$, the mean atom number obeys

$$\frac{dn}{dt}=-4\pi R^2\sigma k_+\left(1-e^{-\Delta\mu/kT}\right).$$

Because $dn=(4\pi R^2/\Omega)\,dR$, the interface speed is $v=\sigma\Omega k_+(1-e^{-\Delta\mu/kT})$. Define

$$a=\frac{\Omega g}{kT},\qquad y=1+\frac{L}{R},$$

so that $\Delta\mu/kT=ay$. Dividing by the speed of a flat interface, for which $y=1$, removes the unknown $\sigma k_+$:

$$\frac{v}{v_0}=f(y)=\frac{1-e^{-ay}}{1-e^{-a}} .$$

When $ay\ll1$, numerator and denominator become $ay$ and $a$, and $v=v_0(1+L/R)$. The linear law thus appears as the weak-drive limit of the jump model.

In that limit the lifetime follows from comparing, atom by atom, the curved pocket with one shrinking at constant speed. The mean time per atom is $\Omega/(4\pi R^2v)$. Curvature shortens it by

$$\frac{\Omega}{4\pi R^2}\left(\frac1{v_0}-\frac1v\right)=\frac{\Omega}{4\pi R^2v_0}\left(1-\frac{R}{R+L}\right)=\frac{\Omega}{4\pi R^2v_0}\,\frac{L}{R+L}.$$

Sum over all atoms, replacing the sum by an integral with $dn=(4\pi R^2/\Omega)\,dR$. The area factors cancel:

$$\frac{R_0}{v_0}-\tau=\frac1{v_0}\int_0^{R_0}\frac{L}{R+L}\,dR=\frac{L}{v_0}\ln\left(1+\frac{R_0}{L}\right).$$

This is the boxed result again, and it explains the opening numbers. A shell at $R\gg L$ saves a time $L\,dR/(v_0R)$, so equal ratios of radius save equal times. Each doubling then adds $(L/v_0)\ln2$. With $L=1$ nm this limit is 5.9 s. The steps from 5 to 10 nm and from 10 to 20 nm, about 5.1 s and 5.5 s, approach it from below.

## The silicon example

The inputs are rounded, rough values for silicon: a driving energy of 0.10 eV per atom, an atomic volume of 0.020 nm³ and an interface energy of 2.5 eV/nm² (0.40 J/m²). They give

$$g=\frac{0.10}{0.020}=5.0\ \text{eV/nm}^3,\qquad L=\frac{2\times2.5}{5.0}=1.0\ \text{nm}.$$

The flat-interface speed is modelled for (100) growth with a prefactor of $4.0\times10^{15}$ nm/s and an activation energy of 2.7 eV. At 823.15 K, $kT=0.0709$ eV and $v_0=0.1178$ nm/s. Therefore

$$v_0\tau=5.0-1.0\times\ln6=5.0-1.7918=3.208\ \text{nm},\qquad \tau=\frac{3.208}{0.1178}=27.2\ \text{s}.$$

Direct numerical integration of $1/v$, with the driving pressure taken from the numerical slope of $G$, also gives 27.23 s.

The radius is 2.99 nm at half the lifetime and 1.03 nm at nine tenths of it. At $0.99\tau$ it is 0.275 nm, while the square-root estimate gives 0.253 nm. With one more digit the estimate is $r=0.2533$ nm, and the correction factor $1+r/3L=1.0844$ raises it to 0.2747 nm, which accounts for nearly all of the difference.

With $v_0$ and $g$ fixed, lowering the interface energy by a quarter lengthens $\tau$ to 29.5 s, and raising it by a quarter shortens $\tau$ to 25.4 s. Temperature matters far more. With $g$ and $s$ held fixed, $L$ does not change and $\tau$ varies as $1/v_0$: it is 319 s at 500 °C and 3.1 s at 600 °C.

## What each derivation assumes

Both derivations assume a sphere, constant $g$ and $s$, and an interface that is sharp compared with $R$. They part at the rate law.

The first needs no picture of atomic motion, but it postulates proportionality between speed and pressure over the whole range of pressures met during shrinkage. Nothing inside that derivation says when the postulate fails. The second obtains proportionality from jump rates and supplies a condition, $a(1+L/R)\ll1$. Even if $a$ is small, this fails once $R$ is comparable with $aL$ or smaller.

### The first correction to the linear law

For small $a$, expand $f$ to the next order:

$$f(y)\approx\frac{ay-a^2y^2/2}{a-a^2/2}\approx y\left[1-\frac a2(y-1)\right],\qquad \frac1f\approx\frac1y+\frac a2\,\frac{y-1}{y}.$$

Since $(y-1)/y=L/(R+L)$, integration over the radius gives the lifetime $\tau_s$ of the jump model:

$$v_0\tau_s\approx R_0-L\left(1-\frac a2\right)\ln\left(1+\frac{R_0}{L}\right).$$

The expansion fails for $R\lesssim aL$, but that region contributes a time of order $a^2L/v_0$, which is beyond the order kept. The next term of $1/f$, $a^2y/12$, integrated down to $R\sim aL$, makes the total neglected time of order $a^2\ln(1/a)\,L/v_0$, still small beside the term in $a$. The late failure of the linear law is thus harmless when $a$ is small and the pocket starts with $R_0\gg aL$.

### Strong driving force

In the silicon example $a=0.10/0.0709=1.41$, so the weak-drive condition fails from the start. The function $f$ must be kept whole. It is concave, with $f(0)=0$ and $f(1)=1$. For $y\ge1$, concavity gives $f(1)\ge f(y)/y$, hence $f(y)\le y$. Since $f$ also increases, $f(y)\ge1$. In this jump model the lifetime therefore lies between $\tau$ and $R_0/v_0$.

Numerical integration gives $\tau_s=36.6$ s, which is 34 % longer than $\tau$. The time saved by curvature is 13.9 % of the constant-speed lifetime, against 35.8 % in the linear law. At $R=1$ nm the linear law doubles the speed, while the jump model raises it by a factor of 1.24.

The logarithm survives for large pockets. With $y=1+L/R$ and $L/R\ll1$,

$$f(y)\approx1+\frac{a e^{-a}}{1-e^{-a}}\frac LR=1+\frac{a}{e^a-1}\frac LR .$$

The length saved per shell is then $[aL/(e^a-1)]\,dR/R$, so the coefficient of $\ln R_0$ changes from $L$ to $aL/(e^a-1)$. Here it is 0.455 nm instead of 1.0 nm.

The small-pocket limit changes in kind. As $R\to0$ the backward jumps die out and the speed saturates at $v_0/(1-e^{-a})$, which is $1.32\,v_0$ here. For $R_0\ll aL$ the lifetime becomes $R_0(1-e^{-a})/v_0$, proportional to the radius and not to its square.

The direction of the departure from the linear law depends on the assumption that $k_+$ is fixed. If the driving energy is instead shared equally between the two directions, $k_\pm\propto e^{\pm\Delta\mu/2kT}$, the net rate gives

$$\frac{v}{v_0}=\frac{\sinh(ay/2)}{\sinh(a/2)}\ge y\qquad(y\ge1),$$

because $\sinh$ is convex for positive argument and vanishes at zero. The lifetime is then shorter than $\tau$. Detailed balance alone does not decide between the two cases, so 36.6 s is the result of one particular jump model and not a general correction.

## Orientation, strain and the last atoms

Silicon also violates the assumption of isotropic mobility. Keep the linear law and isotropic interface energy, but let $M$ vary with orientation between $M_{\min}$ and $M_{\max}$. Compare a convex pocket with a sphere that starts with it and shrinks with mobility $M_{\min}$. Should the pocket, lying inside, touch this sphere, its mean curvature at the contact is at least that of the sphere. Its driving pressure and mobility are then no smaller, so it moves inward at least as fast and does not cross. The same argument, reversed, keeps the pocket outside a sphere shrinking with $M_{\max}$. If $\tau$ is evaluated with $M_{\max}$, the lifetime lies between

$$\tau\qquad\text{and}\qquad\frac{M_{\max}}{M_{\min}}\,\tau .$$

A numerical test evolved an initially spherical pocket with the example's $R_0$, $L$ and $v_0$ and with relative mobility falling from 1 on the axis to 0.7 at the equator. At $0.8\tau$ its extent from the centre was 1.83 nm along the axis and 2.61 nm at the equator. Both lie between the radii of the bounding spheres, 1.60 nm and 2.73 nm.

In silicon, (111) growth is slower than (100) growth by a factor of roughly 20. The comparison with spheres then gives an upper bound of about 550 s, but a comparison with planes gives a much lower one. Take (100) as the fastest orientation, and enclose the pocket between two opposite (100) planes that initially touch it and move inward at $v_0$. Wherever the pocket touches one of these planes from inside, its normal is also (100) and its mean curvature is not negative. It therefore moves inward at least as fast as the plane and does not cross it. The planes meet after $R_0/v_0=42.4$ s. In this model slow (111) growth can thus lengthen the lifetime from 27.2 s to at most 42.4 s, a factor of 1.56.

The density difference stores elastic energy, which changes the driving pressure only slightly. Suppose the free pocket would be larger than its cavity by a linear misfit $\varepsilon$, and let the crystal take up a fraction $\beta$ of it. The pocket is compressed by the linear strain $(1-\beta)\varepsilon$ and stores $\tfrac92K(1-\beta)^2\varepsilon^2$ per volume, where $K$ is the bulk modulus. Outside, the displacement $\beta\varepsilon R^3/r^2$ produces strains $-2,1,1$ times $\beta\varepsilon R^3/r^3$. These sum to zero, so only the shear modulus $\mu$ enters, with energy density $6\mu\beta^2\varepsilon^2R^6/r^6$. Integrated from $R$ to infinity and divided by the pocket volume, this is $6\mu\beta^2\varepsilon^2$. Minimizing the sum requires $9K(1-\beta)=12\mu\beta$, or $\beta=3K/(3K+4\mu)$, and the energy per volume is

$$e=\frac{18K\mu\,\varepsilon^2}{3K+4\mu}.$$

With the rough values $K=100$ GPa, $\mu=60$ GPa and $\varepsilon=0.006$, $e=7.2$ MPa, or 0.9 % of $g$. Crystallization releases this energy, so it adds to the driving pressure. At fixed mobility it shortens the linear-law lifetime by less than 1 %.

The mobility may respond more strongly. The misfit puts the pocket under a pressure $4\mu\beta\varepsilon=0.8$ GPa, and planar growth in silicon is reported to speed up under hydrostatic pressure, with an activation volume of roughly $-3$ cm³/mol. If that value applied here, the speed would rise by a factor of about 1.4. The stress around the pocket is not hydrostatic, so this only indicates the possible size of the effect, which is not included in the lifetimes given here.

Finally, a pocket of radius 0.5 nm holds about 26 of the original 26,180 atoms, too few for a smooth surface or a well-defined curvature. In the linear model 3 % of the lifetime remains at that point, and in the jump model with fixed forward rate about 9 %. The linear-law share is small only because the curvature term is large there. Radii below 0.5 nm supply $(L/v_0)\ln1.5=3.4$ s of the 15.2 s saved, so if the last 0.5 nm went at the flat speed, $\tau$ would be 30.7 s, 13 % longer, and longer still if the final atoms are held up by something the model lacks. With $L=1$ nm and $aL=1.4$ nm, the small-pocket limits $R_0\ll L$ and $R_0\ll aL$ concern radii of a few atomic spacings, so in silicon they describe the model rather than a real pocket.

## Reading the result for a real anneal

A pocket a few nanometres across is a reasonable picture of the damage left by a heavy-ion cascade in silicon. The example pocket is 10 nm across, and in smaller ones the poorly described last stage weighs more. The other inputs above are of typical size, with the interface energy among the less certain. The 27 s lifetime belongs to the linear, isotropic model. At a fixed temperature, slow orientations can lengthen it by at most 56 % under the linear law, and the jump model with fixed forward rate lengthens it by 34 %, while equal sharing of the driving energy shortens it by about 10 %. Orientation and the rate law were treated separately, and their combined effect was not calculated. The effect of misfit stress on mobility, point defects, impurities, irregular shapes and structural relaxation of the amorphous phase are also left out. The boxed formula shows how the lifetime depends on radius under the stated rate law, but it should not be used alone to choose an anneal. It applies the speed of a flat interface to a small closed pocket. With the same $g$ and $s$ it would give a lifetime of about 36.5 hours at 400 °C, whereas small isolated amorphous zones in silicon are reported to recrystallize at temperatures well below those that planar growth would require. The numerical output below lists the inputs and the main results.

## Calculated quantities

```
initial radius R0 = 5.0 nm
atoms in initial pocket = 26180
anneal temperature = 550 C = 823.15 K
thermal energy kT = 0.0709 eV
speed prefactor = 4.0e+15 nm/s
activation energy = 2.70 eV
planar speed v0 = 0.1178 nm/s
driving energy = 0.10 eV/atom
atomic volume = 0.020 nm^3
driving energy density g = 5.00 eV/nm^3
interface energy s = 2.50 eV/nm^2 = 0.401 J/m^2
capillary length L = 1.000 nm
log(1+R0/L) = 1.7918
v0*tau = 3.2082 nm
constant-speed lifetime = 42.44 s
lifetime tau = 27.23 s = 0.454 min
tau by quadrature = 27.23 s
time saved = 15.21 s = 35.8 % of constant-speed
radius at 0.25 tau = 4.020 nm
radius at 0.50 tau = 2.987 nm
radius at 0.75 tau = 1.849 nm
radius at 0.90 tau = 1.028 nm
radius at 0.99 tau = 0.275 nm
square-root estimate at 0.99 tau = 0.253 nm
R0=1 nm: tau=2.60 s, constant-speed=8.49 s, ratio=0.307
R0=2 nm: tau=7.65 s, constant-speed=16.98 s, ratio=0.451
R0=10 nm: tau=64.53 s, constant-speed=84.88 s, ratio=0.760
R0=20 nm: tau=143.93 s, constant-speed=169.77 s, ratio=0.848
tau with s=1.875 eV/nm^2: 29.47 s
tau with s=3.125 eV/nm^2: 25.37 s
tau at 500 C, same g and s: 319.27 s
tau at 600 C, same g and s: 3.08 s
drive over kT, a = 1.410
saturating-law lifetime = 36.55 s, over tau = 1.342
saturating-law time saved = 13.9 % of constant-speed
saturating-law log coefficient = 0.455 nm
speed/v0 at R=1 nm: linear 2.000, saturating 1.244
saturating speed limit / v0 = 1.323
(100)/(111) speed ratio, rough = 20
upper lifetime bound, slow (111) = 545 s
anisotropy test at 0.8 tau: axis 1.829 nm, equator 2.610 nm
bounding spheres there: 1.595 nm, 2.727 nm
elastic inputs: K=100 GPa, shear=60 GPa, linear misfit=0.006
elastic energy density = 7.20 MPa = 0.90 % of g
atoms left at R=0.5 nm = 26
life left at R=0.5 nm = 2.95 % of tau
```
